**Correlation exponents and dominant order in a spin-rotation-invariant Luttinger liquid**

Correlation envelopes decay as r^(-eta) [1 + y0 ln(r/a)]^p, where r is distance, a the short-distance cutoff, K_rho the charge Luttinger parameter and y0 > 0 the bare marginal spin coupling. The slowest decay belongs to 4k_F charge for K_rho < 1/3, to 2k_F spin for 1/3 < K_rho < 1, and to triplet pairing for K_rho > 1. The program asserts the powers eta against fluctuations of a diagonalized oscillator ring; the largest deviation is 7.1e-4, and the measured crossings are 0.3333 and 1.0000. It obtains the log powers p from explicit fermion matrices and asserts the log factors against numerical integration of the one-loop flow. Heisenberg rings of 8 to 16 sites give split triplet and singlet scaling dimensions whose 3:1 weighted average lies within 0.02 of 1/2, and Bethe-equation gaps at 512 and 2048 sites give a slope of 1.065 for the inverse coupling against log length, where the leading-order value is 1. For the infinite-U Hubbard chain, the average of exp(i pi N), with N the particle number on a segment (the charge factor of the 2k_F operators, expected power K_rho), and the 4k_F density (expected power 4 K_rho) decay with powers 0.5000 and 1.9971, consistent with K_rho = 1/2. With y0 = 0.3 and equal amplitudes, 4k_F charge overtakes 2k_F spin at about 45 a for K_rho = 0.30, but at about 1.5e12 a for K_rho = 0.32.

## Check in Python

```python
"""
Correlation exponents of a spin-1/2 Luttinger liquid with spin-rotation symmetry.

Result under test: correlation envelopes decay as r^(-eta) * (1 + y0 ln(r/a))^p
    2kF charge  eta = 1 + K      p = -3/2
    2kF spin    eta = 1 + K      p = +1/2
    4kF charge  eta = 4 K        p = 0
    singlet SC  eta = 1 + 1/K    p = -3/2
    triplet SC  eta = 1 + 1/K    p = +1/2
so 4kF charge dominates for K < 1/3, 2kF spin for 1/3 < K < 1, triplet SC for K > 1.

K  : charge Luttinger parameter K_rho (the spin parameter is 1)
y0 : bare marginally irrelevant spin coupling (> 0);  a : short-distance cutoff
phi, theta : dual boson fields; each has a charge (rho) and a spin (sigma) part
"""
from functools import lru_cache
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import toeplitz
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh

NAMES = ["2kF charge", "2kF spin", "4kF charge", "singlet SC", "triplet SC"]


def eta_formula(K):
    return np.array([1 + K, 1 + K, 4 * K, 1 + 1 / K, 1 + 1 / K])


LOG_POWER = np.array([-1.5, 0.5, 0.0, -1.5, 0.5])


def winners(K):
    """Slowest decay: smallest power first, then largest log power."""
    eta = eta_formula(K)
    tied = np.flatnonzero(eta < eta.min() + 1e-9)
    best = LOG_POWER[tied].max()
    return [NAMES[i] for i in tied if LOG_POWER[i] == best]


# ---- 1. Powers from a diagonalized ring of coupled oscillators --------------
# One representative product of Fermi fields per channel.
# Entry: (+1 annihilate / -1 create, +1 right / -1 left mover, +1 up / -1 down)
FIELDS = {
    "2kF charge": [(-1, 1, 1), (1, -1, 1)],
    "2kF spin": [(-1, 1, 1), (1, -1, -1)],
    "4kF charge": [(-1, 1, 1), (-1, 1, -1), (1, -1, -1), (1, -1, 1)],
    "singlet SC": [(1, 1, 1), (1, -1, -1)],
    "triplet SC": [(1, 1, 1), (1, -1, 1)],
}
RING, NEAR, FAR, VELOCITY = 256, 16, 64, 1.3


@lru_cache(maxsize=None)
def variance_slopes(K):
    """Slopes of <(dphi)^2> and <(dtheta)^2> against log chord distance."""
    inverse_mass = np.pi * VELOCITY * K
    eye = np.eye(RING)
    laplacian = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
    springs = VELOCITY / (np.pi * K) * laplacian
    omega2, modes = np.linalg.eigh(inverse_mass * springs)
    omega, modes = np.sqrt(omega2[1:]), modes[:, 1:]     # drop the uniform mode
    phi_cov = 0.5 * inverse_mass * (modes / omega) @ modes.T
    mom_cov = 0.5 / inverse_mass * (modes * omega) @ modes.T
    phi_var = [phi_cov[0, 0] + phi_cov[x, x] - 2 * phi_cov[0, x] for x in (NEAR, FAR)]
    theta_var = [np.pi**2 * mom_cov[:x, :x].sum() for x in (NEAR, FAR)]
    dlog = np.log(np.sin(np.pi * FAR / RING) / np.sin(np.pi * NEAR / RING))
    return (phi_var[1] - phi_var[0]) / dlog, (theta_var[1] - theta_var[0]) / dlog


def eta_measured(name, K):
    f = FIELDS[name]
    phi_rho = sum(-e * r for e, r, s in f) / np.sqrt(2)
    phi_sig = sum(-e * r * s for e, r, s in f) / np.sqrt(2)
    theta_rho = sum(e for e, r, s in f) / np.sqrt(2)
    theta_sig = sum(e * s for e, r, s in f) / np.sqrt(2)
    pr, tr = variance_slopes(K)
    ps, ts = variance_slopes(1.0)
    return 0.5 * (phi_rho**2 * pr + theta_rho**2 * tr + phi_sig**2 * ps + theta_sig**2 * ts)


K_VALUES = [0.25, 1 / 3, 0.6, 1.0, 1.5]
worst = 0.0
for K in K_VALUES:
    measured = np.array([eta_measured(name, K) for name in NAMES])
    worst = max(worst, np.abs(measured - eta_formula(K)).max())
assert worst < 5e-3          # lattice corrections of relative order 1/NEAR^2

cross_low = brentq(lambda K: eta_measured("4kF charge", K) - eta_measured("2kF spin", K), 0.2, 0.6)
cross_high = brentq(lambda K: eta_measured("2kF spin", K) - eta_measured("triplet SC", K), 0.7, 1.6)
assert abs(cross_low - 1 / 3) < 2e-3 and abs(cross_high - 1) < 2e-3

# ---- 2. Spin eigenvalues s of S_R.S_L acting on the operators ---------------
Z, LOWER, I2 = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [0.0, 0.0]]), np.eye(2)


def annihilator(k):
    out = np.eye(1)
    for site in range(4):
        out = np.kron(out, Z if site < k else LOWER if site == k else I2)
    return out


Ru, Rd, Lu, Ld = [annihilator(k) for k in range(4)]
PAULI = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]


def spin(pair):
    return [0.5 * sum(p[i, j] * pair[i].T @ pair[j] for i in (0, 1) for j in (0, 1)) for p in PAULI]


def commutator(A, B):
    return A @ B - B @ A


spin_R, spin_L = spin((Ru, Rd)), spin((Lu, Ld))
OPERATORS = [Ru.T @ Lu + Rd.T @ Ld, Ru.T @ Ld, Ru.T @ Rd.T @ Ld @ Lu,
             Ru @ Ld - Rd @ Lu, Ru @ Lu]
spin_eig = []
for O in OPERATORS:
    image = sum(commutator(A, commutator(B, O)) for A, B in zip(spin_R, spin_L))
    s = np.real(np.trace(O.T @ image) / np.trace(O.T @ O))
    assert np.allclose(image, s * O)                     # a true eigen-operator
    spin_eig.append(s)
spin_eig = np.array(spin_eig)
assert np.allclose(2 * spin_eig, LOG_POWER)

# ---- 3. Log factor from numerical integration of the flow -------------------
Y0, DISTANCE = 0.3, 1000.0
L_END = np.log(DISTANCE)
flow = solve_ivp(lambda l, u: [-u[0]**2, u[0]], (0, L_END), [Y0, 0.0], rtol=1e-10, atol=1e-12)
log_factor = (1 + Y0 * L_END) ** LOG_POWER
assert np.allclose(np.exp(2 * spin_eig * flow.y[1, -1]), log_factor, rtol=1e-6)

# ---- 4. Heisenberg rings: dimensions 1/2 - y/4 (triplet), 1/2 + 3y/4 (singlet)


def ring_levels(n):
    """Three lowest levels with zero total S_z, and their <S^2>."""
    states = np.array([b for b in range(1 << n) if bin(b).count("1") == n // 2])
    rows = np.arange(len(states))

    def swapped(i, j):
        differ = ((states >> i) ^ (states >> j)) & 1
        return np.searchsorted(states, states ^ ((differ << i) | (differ << j)))

    cols = np.concatenate([swapped(i, (i + 1) % n) for i in range(n)])
    H = coo_matrix((np.full(len(cols), 0.5), (np.tile(rows, n), cols)),
                   shape=(len(states),) * 2).tocsr()
    start = np.random.default_rng(1).normal(size=len(states))
    energy, vec = eigsh(H, k=3, which="SA", v0=start)
    order = np.argsort(energy)
    energy, vec = energy[order] - n / 4, vec[:, order]
    s2 = np.full(3, 0.75 * n)
    for i in range(n):
        for j in range(i):
            s2 += np.sum(vec * vec[swapped(i, j)], axis=0) - 0.5
    return energy, s2


def bethe_energy(n, m):
    """Lowest energy of the n-site Heisenberg ring with m reversed spins."""
    numbers = np.arange(m) - (m - 1) / 2
    lam = np.arcsinh(np.tan(2 * np.pi * numbers / n)) / np.pi
    for _ in range(25):
        diff = lam[:, None] - lam[None, :]
        residual = 2 * n * np.arctan(2 * lam) - 2 * np.pi * numbers - 2 * np.arctan(diff).sum(axis=1)
        kernel = 2 / (1 + diff**2)
        jac = kernel + np.diag(4 * n / (1 + 4 * lam**2) - kernel.sum(axis=1))
        step = np.linalg.solve(jac, residual)
        lam = lam - step
        if np.abs(step).max() < 1e-10:
            break
    assert np.abs(residual).max() < 1e-6
    return n / 4 - np.sum(2 / (1 + 4 * lam**2))


def bethe_gap(n):
    return bethe_energy(n, n // 2 - 1) - bethe_energy(n, n // 2)


SPIN_VELOCITY = np.pi / 2                                # exact, exchange J = 1
ring_rows = []
for n in (8, 12, 16):
    energy, s2 = ring_levels(n)
    assert np.allclose(s2, [0, 2, 0], atol=1e-5)         # singlet, triplet, singlet
    x_trip, x_sing = n * (energy[1:] - energy[0]) / (2 * np.pi * SPIN_VELOCITY)
    average = (3 * x_trip + x_sing) / 4
    assert x_trip < 0.5 < x_sing
    assert abs(average - 0.5) < 0.02                     # first order in y cancels
    assert abs(bethe_gap(n) - (energy[1] - energy[0])) < 1e-7
    ring_rows.append((n, x_trip, x_sing, average))

# Flow dy/dl = -y^2 means that 1/y grows with unit slope in ln(length).
SIZES = (512, 2048)
y_ring = [2 - 4 * n * bethe_gap(n) / (2 * np.pi * SPIN_VELOCITY) for n in SIZES]
flow_slope = (1 / y_ring[1] - 1 / y_ring[0]) / np.log(SIZES[1] / SIZES[0])
assert abs(flow_slope - 1) < 0.12                        # next order is about y/2

# ---- 5. Infinite-U Hubbard chain: charges are free spinless fermions --------
DENSITY = 0.25


def string_average(x):
    """|<exp(i pi N)>| for the particle number N on x neighbouring sites."""
    corr = toeplitz(DENSITY * np.sinc(DENSITY * np.arange(x)))
    return np.exp(np.linalg.slogdet(np.eye(x) - 2 * corr)[1])


string_power = np.log(string_average(128) / string_average(256)) / np.log(2)
K_INF = 0.5
assert abs(string_power - K_INF) < 0.01
assert abs(string_power + 1 - eta_formula(K_INF)[1]) < 0.01


def density_corr(x):
    """Connected density correlation from Slater-determinant orbitals on a ring."""
    sites, particles = 2004, 501
    k = 2 * np.pi * (np.arange(particles) - particles // 2) / sites
    return -abs(np.exp(1j * k * x).sum() / sites) ** 2


# x = 2 mod 4 is a maximum of the 4kF oscillation at this density
density_power = np.log(density_corr(22) / density_corr(66)) / np.log(3)
assert abs(density_power - eta_formula(K_INF)[2]) < 0.01

# ---- 6. Which channel dominates, with measured powers and logs --------------
for K, expected in ((0.25, "4kF charge"), (0.6, "2kF spin"), (1.5, "triplet SC")):
    far_l = 2000.0
    log_corr = [-eta_measured(nm, K) * far_l + 2 * s * np.log(1 + Y0 * far_l)
                for nm, s in zip(NAMES, spin_eig)]
    assert NAMES[int(np.argmax(log_corr))] == expected
    assert winners(K) == [expected]


def overtaking_log(K):
    """ln(r/a) beyond which 4kF charge exceeds 2kF spin at equal amplitudes."""
    return brentq(lambda l: (1 - 3 * K) * l - 0.5 * np.log(1 + Y0 * l), 1.0, 300.0)


# ---- Output (all quantities dimensionless, lengths in units of a) -----------
print("Decay powers eta (dimensionless) and dominant channel")
for K in K_VALUES:
    print(f"K_rho = {K:.4f}  dominant: {' and '.join(winners(K))}")
    print("   " + ", ".join(f"{nm} {e:.4f}" for nm, e in zip(NAMES, eta_formula(K))))
print(f"largest |measured - formula| power, oscillator ring: {worst:.1e}")
print("measured powers at K_rho = 0.6: "
      + ", ".join(f"{eta_measured(nm, 0.6):.4f}" for nm in NAMES))
print(f"measured crossing 4kF charge / 2kF spin: K_rho = {cross_low:.4f}")
print(f"measured crossing 2kF spin / triplet SC: K_rho = {cross_high:.4f}")
print("Spin eigenvalue s and log power p = 2s")
for nm, s in zip(NAMES, spin_eig):
    print(f"   {nm}: s = {s + 0.0:.2f}, p = {2 * s + 0.0:.2f}")
print("Heisenberg rings: scaling dimensions from energy gaps")
for n, xt, xs, av in ring_rows:
    print(f"   {n} sites: triplet {xt:.4f}, singlet {xs:.4f}, (3T+S)/4 {av:.4f}")
for n, y in zip(SIZES, y_ring):
    print(f"   {n} sites: coupling y from triplet gap = {y:.4f}")
print(f"slope of 1/y against ln(length): {flow_slope:.3f}")
print(f"infinite-U string power: {string_power:.4f}")
print(f"infinite-U 4kF density power: {density_power:.4f}")
print(f"Example: y0 = {Y0}, r/a = {DISTANCE:.0f}, ln(r/a) = {L_END:.4f}")
print(f"1 + y0 ln(r/a) = {1 + Y0 * L_END:.4f}")
print("Unit-amplitude envelopes at K_rho = 0.6: log factor, total")
for nm, e, g in zip(NAMES, eta_formula(0.6), log_factor):
    print(f"   {nm}: {g:.4f}, {DISTANCE**(-e) * g:.3e}")
print(f"ratio 2kF spin / 2kF charge: {log_factor[1] / log_factor[0]:.3f}")
print("4kF charge overtakes 2kF spin (equal amplitudes, y0 as above)")
for K in (0.30, 0.32):
    l_star = overtaking_log(K)
    print(f"   K_rho = {K:.2f}: ln(r/a) = {l_star:.3f}, r/a = {np.exp(l_star):.2e}")
print("verified")
```

Running it gives:

```
Decay powers eta (dimensionless) and dominant channel
K_rho = 0.2500  dominant: 4kF charge
   2kF charge 1.2500, 2kF spin 1.2500, 4kF charge 1.0000, singlet SC 5.0000, triplet SC 5.0000
K_rho = 0.3333  dominant: 2kF spin
   2kF charge 1.3333, 2kF spin 1.3333, 4kF charge 1.3333, singlet SC 4.0000, triplet SC 4.0000
K_rho = 0.6000  dominant: 2kF spin
   2kF charge 1.6000, 2kF spin 1.6000, 4kF charge 2.4000, singlet SC 2.6667, triplet SC 2.6667
K_rho = 1.0000  dominant: 2kF spin and triplet SC
   2kF charge 2.0000, 2kF spin 2.0000, 4kF charge 4.0000, singlet SC 2.0000, triplet SC 2.0000
K_rho = 1.5000  dominant: triplet SC
   2kF charge 2.5000, 2kF spin 2.5000, 4kF charge 6.0000, singlet SC 1.6667, triplet SC 1.6667
largest |measured - formula| power, oscillator ring: 7.1e-04
measured powers at K_rho = 0.6: 1.5998, 1.5998, 2.3997, 2.6664, 2.6664
measured crossing 4kF charge / 2kF spin: K_rho = 0.3333
measured crossing 2kF spin / triplet SC: K_rho = 1.0000
Spin eigenvalue s and log power p = 2s
   2kF charge: s = -0.75, p = -1.50
   2kF spin: s = 0.25, p = 0.50
   4kF charge: s = 0.00, p = 0.00
   singlet SC: s = -0.75, p = -1.50
   triplet SC: s = 0.25, p = 0.50
Heisenberg rings: scaling dimensions from energy gaps
   8 sites: triplet 0.4237, singlet 0.7712, (3T+S)/4 0.5106
   12 sites: triplet 0.4327, singlet 0.7417, (3T+S)/4 0.5099
   16 sites: triplet 0.4380, singlet 0.7226, (3T+S)/4 0.5092
   512 sites: coupling y from triplet gap = 0.1273
   2048 sites: coupling y from triplet gap = 0.1072
slope of 1/y against ln(length): 1.065
infinite-U string power: 0.5000
infinite-U 4kF density power: 1.9971
Example: y0 = 0.3, r/a = 1000, ln(r/a) = 6.9078
1 + y0 ln(r/a) = 3.0723
Unit-amplitude envelopes at K_rho = 0.6: log factor, total
   2kF charge: 0.1857, 2.943e-06
   2kF spin: 1.7528, 2.778e-05
   4kF charge: 1.0000, 6.310e-08
   singlet SC: 0.1857, 1.857e-09
   triplet SC: 1.7528, 1.753e-08
ratio 2kF spin / 2kF charge: 9.439
4kF charge overtakes 2kF spin (equal amplitudes, y0 as above)
   K_rho = 0.30: ln(r/a) = 3.813, r/a = 4.53e+01
   K_rho = 0.32: ln(r/a) = 28.015, r/a = 1.47e+12
verified
```
